\section*{Contact spin polarization from the subgap conductance of a ferromagnet-superconductor junction}

\section*{Question}

I have an exercise on point-contact spectroscopy. A superconducting tip touches a ferromagnet, the contact is called ``transparent'', and the zero-temperature conductance below the gap, divided by the normal-state conductance, is 1.2. I am told to find the polarization $P$ from $2(1-P)$, but I cannot derive that expression.

I know that Andreev reflection sends back a hole and doubles the current, and that the hole needs the opposite spin band. With $N_\uparrow$ majority and $N_\downarrow$ minority channels there are $N_\downarrow$ pairs. Giving each pair a conductance of 2 leads to $2N_\downarrow/(N_\uparrow+N_\downarrow)=1-P$, and then 1.2 makes $P$ negative. If instead I double the unpolarized part of the current and leave the polarized part alone, I get $2(1-P)+P=2-P$, which gives $P=0.8$.

Where do these two counts go wrong? And does the number 1.2 really fix the polarization, or does the word ``transparent'' hide something?

\section*{Answer}

Your first count leaves out half of the electrons that arrive in paired channels. Your second lets current through channels that are blocked below the gap. Both points follow from matching waves at the interface, and the same calculation shows what ``transparent'' has to mean.

\subsection*{What is being counted}

Let $N_\uparrow\ge N_\downarrow$ be the numbers of open channels, one spin per channel. The contact polarization is
\begin{equation}
P=\frac{N_\uparrow-N_\downarrow}{N_\uparrow+N_\downarrow},\qquad
1-P=\frac{2N_\downarrow}{N_\uparrow+N_\downarrow}.
\label{P}
\end{equation}
I assume a ballistic contact, no spin flips, an ordinary spin-singlet superconductor with its full gap $\Delta$ up to the interface, and zero temperature.

In each channel, electrons in an energy window $eV$ arrive at the rate $eV/h$. Let $B$ be the probability of reflection as an electron and $A$ that of reflection as a hole. A reflected electron cancels the incident charge flow. A hole moving away from the interface carries positive charge backwards, which adds to it. Each incident electron thus contributes $e(1-B+A)$, and the channel conductance is
\begin{equation}
G_{\rm ch}=\frac{e^2}{h}(1-B+A),
\label{Gch}
\end{equation}
provided $A$ and $B$ are constant over the window; otherwise this is the differential conductance at $E=eV$.

\subsection*{Waves on the two sides}

Put the ferromagnet at $x<0$. An incident electron has wavenumber $k_e$; the reflected hole belongs to the opposite spin band and has wavenumber $k_h$. With the electron amplitude written above the hole amplitude,
\begin{equation}
\psi_F=\binom{1}{0}\left(e^{ik_ex}+b\,e^{-ik_ex}\right)+a\binom{0}{1}e^{ik_hx}.
\end{equation}
The hole has $e^{+ik_hx}$ because its velocity is opposite to its wavenumber, so this wave moves left.

In the superconductor the amplitudes $(u,v)$ obey
\begin{equation}
\xi u+\Delta v=Eu,\qquad \Delta u-\xi v=Ev,
\end{equation}
where $\xi$ is the kinetic energy measured from the Fermi level. Set $u=1$, $v=\gamma$. The first equation gives $\xi=E-\Delta\gamma$. Inserting this in the second gives
\begin{equation}
\Delta\gamma^2-2E\gamma+\Delta=0,\qquad
\gamma=\frac{E-i\sqrt{\Delta^2-E^2}}{\Delta}.
\end{equation}
This root has $\xi=+i\sqrt{\Delta^2-E^2}$, which gives the wavenumber a positive imaginary part, so the wave decays into the superconductor. The other decaying solution is $(\gamma,1)$ with wavenumber near $-q$. Close to the interface,
\begin{equation}
\psi_S=c\binom{1}{\gamma}e^{iqx}+d\binom{\gamma}{1}e^{-iqx}.
\end{equation}
The small imaginary parts of $q$ are dropped in the matching; their relative size is of order $\Delta/E_F$, except in the few channels close to grazing incidence. Below the gap,
\begin{equation}
|\gamma|^2=\frac{E^2+(\Delta^2-E^2)}{\Delta^2}=1.
\end{equation}

To include an interface barrier, add a potential $U\delta(x)$ and define $Z=mU/(\hbar^2q)$. Integrating the wave equation across $x=0$ gives a slope jump $2Zq\,\psi(0)$ for both components. The matching conditions are
\begin{align}
1+b&=c+\gamma d, & a&=\gamma c+d,\label{cont}\\
iq(c-\gamma d)-ik_e(1-b)&=2Zq(1+b), & iq(\gamma c-d)-ik_ha&=2Zqa.\label{slope}
\end{align}

\subsection*{A matched pair and a blocked channel}

Take $Z=0$ and $k_e=k_h=q$. The hole slope equation becomes $\gamma c-d=a$. Since also $a=\gamma c+d$, we get $d=0$. The electron equations are then $1+b=c$ and $1-b=c$, so
\begin{equation}
b=0,\qquad c=1,\qquad a=\gamma,\qquad A=|\gamma|^2=1.
\end{equation}
The channel conductance is $2e^2/h$ at every energy below the gap.

Now take a majority channel with no open minority partner. The hole cannot propagate in the ferromagnet. Its wave is $e^{\kappa x}$, which decays away from the interface. The conserved quasiparticle current is
\begin{equation}
J=\frac{\hbar}{m}\,{\rm Im}\left(u^*u'-v^*v'\right).
\end{equation}
It vanishes deep in the superconductor, where both waves have decayed, so it vanishes everywhere. In the ferromagnet the real exponential contributes nothing, which leaves $k_e(1-|b|^2)=0$. Thus $B=1$, $A=0$ and $G_{\rm ch}=0$. For a propagating hole the same argument gives $A+B=1$, with $A=|a|^2k_h/k_e$.

This is the fault in your $2-P$. The unpaired electrons do not keep their normal conductance. A single electron has no state to enter below the gap and no partner with which to enter as a pair, so it is turned back.

\subsection*{Adding the channels}

A pair consists of one spin-up and one spin-down channel, and electrons arrive in both. A spin-up electron returns as a hole of the spin-down band, and a spin-down electron as a hole of the spin-up band. Each process contributes $2e^2/h$, so a pair contributes $4e^2/h$. Your first count included one of the two. In the normal state a channel whose wavenumber equals $q$ is fully transmitted without a barrier and contributes $e^2/h$, whether or not it has a partner of opposite spin. I take this to hold for all channels. Therefore
\begin{equation}
G_S=\frac{e^2}{h}4N_\downarrow,\qquad
G_N=\frac{e^2}{h}(N_\uparrow+N_\downarrow),
\end{equation}
and with (\ref{P}),
\begin{equation}
g\equiv\frac{G_S}{G_N}=\frac{4N_\downarrow}{N_\uparrow+N_\downarrow}=2(1-P),
\qquad P=1-\frac g2.
\label{main}
\end{equation}
For your value,
\begin{equation}
P=1-\frac{1.2}{2}=0.4.
\end{equation}

A small case makes this concrete. With seven majority and three minority channels, $P=4/10$. The three pairs give $G_S=12\,e^2/h$, while $G_N=10\,e^2/h$. Solving the matching equations numerically for these ten channels gives the same two values.

The limits are sensible: $P=0$ gives $g=2$, and $P=1$ gives $g=0$. An error $\delta g$ produces $\delta P=-\delta g/2$. Exchanging the spin labels leaves $g$ unchanged, so the measurement gives the magnitude of the polarization and not its sign.

\subsection*{What a barrier does to the inference}

Keep $k_e=k_h=q$ but let $Z\neq0$, with the same value in every channel. This is a simplification: for a uniform barrier on a wide contact, $q$ is the wavenumber normal to the interface, so $Z$ is larger at oblique incidence. Insert $a=\gamma c+d$ in the hole slope equation and divide by $q$:
\begin{equation}
-2id=2Z(\gamma c+d)\;\Rightarrow\;
d=-\frac{Z\gamma c}{Z+i},\qquad a=\frac{i\gamma c}{Z+i}.
\end{equation}
For the electron, (\ref{cont}) gives $1-b=2-c-\gamma d$. The slope equation becomes $i(c-1)=Z(c+\gamma d)$. Substituting $d$,
\begin{equation}
c\left[i-Z+\frac{Z^2\gamma^2}{Z+i}\right]=i.
\end{equation}
Because $(i-Z)(i+Z)=-1-Z^2$,
\begin{equation}
c=\frac{i(Z+i)}{-1-Z^2+Z^2\gamma^2},\qquad
a=\frac{\gamma}{1+Z^2(1-\gamma^2)}.
\end{equation}
At $E=0$, $\gamma=-i$ and $\gamma^2=-1$, so $A=1/(1+2Z^2)^2$.

In the normal state set $\gamma=0$. Then $c(i-Z)=i$, and the transmission is $|c|^2=1/(1+Z^2)$ in every channel, including those that are blocked in the superconducting state. Since $G_{\rm ch}=2Ae^2/h$ for a paired channel,
\begin{equation}
g(0)=(1-P)\frac{2(1+Z^2)}{(1+2Z^2)^2}.
\label{barrier}
\end{equation}
With $y=Z^2$, the logarithmic derivative of the barrier factor is
\begin{equation}
\frac{1}{1+y}-\frac{4}{1+2y}=-\frac{3+2y}{(1+y)(1+2y)}<0.
\end{equation}
A barrier thus lowers the ratio, just as polarization does. If $g(0)=1.2$ is held fixed, $Z=0.1$ corresponds to $P=0.382$ and $Z=0.2$ to $P=0.327$.

One can even take $P=0$. Equation (\ref{barrier}) then requires
\begin{equation}
2(1+y)=1.2(1+2y)^2\;\Rightarrow\;4.8y^2+2.8y-0.8=0,
\end{equation}
whose positive root gives $Z=0.458$. A nonmagnetic contact with normal transmission 0.826 would show your 1.2. The single ratio determines $P$ only if the transparency is known independently.

If the only reflection comes from a barrier between matched wavenumbers, the voltage dependence can supply that knowledge. At the gap edge $\gamma=1$, so $A=1$ for any $Z$, and (\ref{barrier}) is replaced by
\begin{equation}
g(\Delta)=2(1-P)(1+Z^2),\qquad
\frac{g(\Delta)}{g(0)}=(1+2Z^2)^2.
\end{equation}
Your transparent contact stays at 1.2 throughout the gap. The nonmagnetic imitation rises from 1.2 to $2/0.826=2.42$ at the edge. Thermal smearing and any broadening of the gap round this peak, so a real curve has to be fitted as a whole.

\subsection*{Transparent means more than ``no barrier''}

Different Fermi wavenumbers also cause reflection. Set $Z=0$ and $E=0$ but keep $k_e$, $k_h$ and $q$ different. The hole equations give $q(\gamma c-d)=k_h(\gamma c+d)$, hence
\begin{equation}
d=\gamma c\,\frac{q-k_h}{q+k_h},\qquad
a=\gamma c\,\frac{2q}{q+k_h}.
\end{equation}
With $\gamma^2=-1$, the electron equations become
\begin{equation}
1+b=c\,\frac{2k_h}{q+k_h},\qquad
1-b=\frac{q}{k_e}\,c\,\frac{2q}{q+k_h}.
\end{equation}
Their sum is 2, which fixes $c=k_e(q+k_h)/(k_ek_h+q^2)$. Thus
\begin{equation}
a=\frac{2\gamma qk_e}{k_ek_h+q^2},\qquad
A=\frac{k_h}{k_e}|a|^2=\frac{4k_ek_hq^2}{(k_ek_h+q^2)^2}.
\label{mismatch}
\end{equation}
The normal transmission of a channel with wavenumber $k$ is $4kq/(k+q)^2$. The two states respond differently to mismatch, so it does not cancel in the ratio. For $k_e=2q$ and $k_h=q/2$, for example, $A=1$ while both normal transmissions are $8/9$. That pair has a ratio of $2/(8/9)=2.25$, so even 2 is not an upper limit once mismatch is allowed.

For a sense of scale, take two parabolic bands with true $P=0.4$, conserve the momentum parallel to the interface, and sum over it. If the superconductor has the same Fermi wavenumber as the majority band, the ratio is 1.065, and (\ref{main}) would report $P=0.468$. Here $q$ equals the majority wavenumber at each parallel momentum, and (\ref{mismatch}) reduces to the minority transmission. If $\tau$ is its average over minority channels,
\begin{equation}
g=\frac{4\tau N_\downarrow}{N_\uparrow+\tau N_\downarrow}.
\end{equation}
With $N_\uparrow:N_\downarrow=7:3$, a ratio of 1.065 corresponds to $\tau\approx0.85$. If the Fermi wavenumber of the superconductor is 1.3 times that of the majority band, the ratio is 0.883 and the apparent polarization 0.559. In both cases mismatch, like a barrier, lowers the ratio and makes the apparent polarization too large. The sign is not general. If the Fermi wavenumber of the superconductor is smaller than the majority one, the most oblique majority channels are totally reflected in the normal state as well and drop out of $G_N$. At 0.85 times the majority value the ratio is 1.53 and the apparent polarization 0.24, too small.

In the first case the voltage dependence gives no warning. The majority wave is not reflected at the interface, so there are no repeated reflections to interfere, and $A$ equals the minority transmission at every energy below the gap. The curve is as flat there as that of a transparent contact with $P=0.468$.

\subsection*{The numbers for a contact}

Let the normal resistance be $10\,\Omega$. The ratio 1.2 means a zero-bias resistance of $10/1.2=8.33\,\Omega$. Since $h/e^2=25\,813\,\Omega$, the contact has
\begin{equation}
N_\uparrow+N_\downarrow=\frac{25\,813}{10}\approx2581
\end{equation}
channels, of which $0.7\times2581\approx1807$ are majority and 774 minority.

A disc of radius $r$ holds $(\pi r^2)(\pi k^2)/(2\pi)^2=k^2r^2/4$ channels per spin, neglecting edge corrections. Choose a majority Fermi wavenumber of $12\,\mathrm{nm}^{-1}$. The minority value is then $12\sqrt{3/7}=7.86\,\mathrm{nm}^{-1}$, and
\begin{equation}
r=\sqrt{\frac{4\times2581}{12^2+7.86^2}}\;\mathrm{nm}\approx7.1\,\mathrm{nm}.
\end{equation}

These wavenumbers also show which polarization has been found. Channels scale as $k^2$, but the density of states of a parabolic band scales as $k$ for equal masses. The density-of-states polarization is therefore
\begin{equation}
\frac{12-7.86}{12+7.86}=0.209,
\end{equation}
about half the contact polarization of the same metal.

Temperature matters little here. Take $\Delta=1.5$ meV. The thermal window places a fraction $\tanh(\Delta/2k_BT)$ of its weight inside the gap. At 4.2 K, $k_BT=0.362$ meV and the fraction is 0.97. Outside the gap the matched channels conduct less than $2e^2/h$ while the blocked ones begin to conduct, so the two changes partly cancel. With the gap held at 1.5 meV, the ratio becomes 1.198 and the apparent polarization 0.401. At 1.5 K the change is invisible at this precision.

A series resistance $R_s$, the same in both states, has to be subtracted from both readings:
\begin{equation}
g=\frac{R_N-R_s}{R_0-R_s},\qquad
g-\frac{R_N}{R_0}=\frac{R_s(R_N-R_0)}{R_0(R_0-R_s)}.
\end{equation}
Here $R_N>R_0$, so the correction raises $g$ and lowers $P$. A lead of $1\,\Omega$ included in the quoted resistances gives $g=9/7.333=1.227$ and $P=0.386$.

The ferromagnet itself adds a spreading resistance of about $\rho/4r$. For free electrons with mean free path $\ell$, the conductivity per spin is $e^2k^2\ell/(6\pi^2\hbar)$, and the ballistic conductance per area is $e^2k^2/(8\pi^2\hbar)$. Their ratio is $4\ell/3$, so $\rho=3R_N\pi r^2/(4\ell)$. For $\ell=100$ nm this is $1.18\,\mu\Omega\,$cm, the spreading resistance is $0.42\,\Omega$, and the corrected polarization is 0.395. Adding the two resistances is itself an estimate, and so is using the same spreading resistance in both states. Below the gap the two spin currents are equal. Without spin flips, and with spin conductivities in the ratio $7:3$, this raises the resistance of the ferromagnet by the factor $1/(1-P^2)=1.19$, and the corrected polarization becomes 0.389. If the normal reading is taken with the tip driven normal, the tip adds its own spreading resistance to that reading only, which works the other way: a further $0.42\,\Omega$ subtracted from $R_N$ alone gives $g\approx1.17$ and $P\approx0.415$.

\subsection*{How close is this to a real junction?}

The gap is a rough value for niobium, and a polarization near 0.4 is roughly what this technique gives for common transition-metal ferromagnets. The mean free path of 100 nm is long and presumes a clean metal at low temperature. At 10 nm, with the radius and contact resistance held fixed, the estimated spreading resistance would be ten times larger, about $4\,\Omega$, and the contact could no longer be treated as ballistic. Two parabolic bands are also a crude picture of a transition metal, so the mismatch figures indicate a possible size and are not corrections to apply. Real interfaces also have some barrier: $Z=0.2$ in every channel moves the inferred value from 0.40 to 0.33. For a uniform barrier on a wide contact, with $Z=0.2$ at normal incidence, $Z$ is larger at oblique incidence, and the effect depends on which channels are oblique. If matched pairs are spread over all angles, the inferred value falls to about 0.21. If the pairs occupy the small parallel momenta and the blocked majority channels the large ones, the stronger barrier there lowers only $G_N$, and the inferred value is about 0.34.

For the exercise as posed, with every channel, paired or not, perfectly matched to the superconductor, the answer is $P=0.4$. For a laboratory contact, 1.2 at zero bias is one data point, and the whole conductance curve should be examined. Its shape can reveal a barrier, but reflection from mismatched wavenumbers can pass for polarization even there. The numerical output below lists most of the values used here.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Given conductance ratio: 1.200
Inferred contact polarization: 0.400
7+3 channels, superconducting: 12.000 e^2/h
7+3 channels, normal: 10.000 e^2/h
Gap: 1.50 meV
Normal resistance: 10.000 ohm
Zero-bias resistance: 8.333 ohm
Resistance quantum h/e^2: 25812.8 ohm
Total spin channels: 2581
Majority channels: 1807
Minority channels: 774
Majority Fermi wavenumber: 12.00 nm^-1
Minority Fermi wavenumber: 7.86 nm^-1
Contact radius: 7.08 nm
Mean free path: 100 nm
Disc modes counted, majority: 1763
Disc modes by area rule: 1807
Density-of-states polarization: 0.209
Same, from shell count: 0.209
Channel polarization, shell count: 0.400
Thermal energy at 1.5 K: 0.129 meV
1.5 K, hole decay/q=1: ratio 1.2000, apparent P 0.4000
1.5 K, hole decay/q=3: ratio 1.2000, apparent P 0.4000
Thermal energy at 4.2 K: 0.362 meV
4.2 K, hole decay/q=1: ratio 1.1984, apparent P 0.4008
4.2 K, hole decay/q=3: ratio 1.1984, apparent P 0.4008
Barrier Z=0.1: P for same ratio 0.382
Barrier Z=0.2: P for same ratio 0.327
Barrier mimicking ratio at P=0: Z=0.458
Its normal transmission: 0.826
Ferromagnet resistivity: 1.18 microohm cm
Spreading resistance: 0.417 ohm
Corrected for spreading: ratio 1.211, P 0.395
Corrected for 1 ohm lead: ratio 1.227, P 0.386
Mismatch, q_F/k_up=1.0: ratio 1.065, apparent P 0.468
Mismatch, q_F/k_up=1.3: ratio 0.883, apparent P 0.559
Majority Fermi energy: 5.49 eV
Gap/Fermi energy: 2.7e-04
\end{verbatim}
